Why a single-valued polarization cancels in first-order reversal curves

A first-order reversal curve of a ferroelectric capacitor is recorded as follows. The applied field is first made large and positive, so that the film is saturated. It is lowered to a reversal field E_r and then raised again, and the polarization is recorded during the rise at each field E ≥ E_r. Repeating this for many values of E_r gives a function of two variables, P(E_r,E). Here P means the charge per area on the electrodes, so it includes the vacuum term ε0E. The reversal-curve density is defined as

ρ(E_r,E) = −(1/2) ∂²P/∂E_r∂E.

Suppose that the polarization is a sum

P(E_r,E) = P_irr(E_r,E) + f(E),

where P_irr depends on the history and f is one function of the applied field, the same for every history. The claim is that f contributes nothing to ρ in the region E > E_r. Three conditions are contained in the way the sum is written: the two parts add, f does not depend on the state of the domains, and its argument is the applied field.

Take two curves with reversal fields E_r and E_r + k, and compare them at the same field E, above both reversal fields. Each contains the same number f(E), so their difference does not contain f:

P(E_r+k,E) − P(E_r,E) = P_irr(E_r+k,E) − P_irr(E_r,E).

Dividing by k and letting k → 0 gives ∂f(E)/∂E_r = 0, and a further derivative with respect to E leaves zero. In this order of differentiation f need not even be smooth. The same holds for measured data on a grid of step h, where the mixed derivative is replaced by M/h² with

M = P(E_r+h,E+h) − P(E_r+h,E) − P(E_r,E+h) + P(E_r,E).

The contribution of f to M is

f(E+h) − f(E) − f(E+h) + f(E) = 0

for any h, provided that all four points belong to the measured region. The lowest field in the group is E and the highest reversal field is E_r + h, so the condition is E ≥ E_r + h.

It is useful to know everything that the density cannot see. If P = f(E) + g(E_r), then M = 0, since g cancels in the same way as f. Conversely, let ρ vanish throughout the measured region. Let E_1 be the lowest reversal field and E_2 the highest field. The rectangle with reversal fields from E_1 to E_r and fields from E to E_2 lies inside the region, because no reversal field in it exceeds E_r and no field in it is below E ≥ E_r. Integrating ∂²P/∂E_r∂E = 0 over this rectangle gives

P(E_r,E_2) − P(E_r,E) − P(E_1,E_2) + P(E_1,E) = 0,

and therefore

P(E_r,E) = P(E_1,E) + [P(E_r,E_2) − P(E_1,E_2)].

The first term depends on E alone and the bracket on E_r alone. The density is thus blind to sums f(E) + g(E_r) and to nothing else. A vanishing density does not by itself prove that the polarization is reversible, since a term g(E_r) may be present.

What survives can be seen in the Preisach model, in which P_irr is a sum over independent relays. A relay switches up when the rising field reaches α and down when the falling field reaches β ≤ α. Let μ(α,β) be the polarization per unit area of the threshold plane, with total P_s. At positive saturation all relays are up. Lowering the field to E_r turns down those with β > E_r. Raising it to E turns up again those with α < E, so the relays still down have β > E_r and α > E. Turning a relay from up to down changes its contribution from +μ to −μ, which gives the factor 2 in

P_irr(E_r,E) = P_s − 2 ∫_E^∞ dα ∫_{E_r}^α dβ μ(α,β).

The derivative with respect to the lower limit E_r brings a minus sign:

∂P_irr/∂E_r = +2 ∫_E^∞ dα μ(α,E_r).

The derivative with respect to the lower limit E brings another:

∂²P_irr/∂E_r∂E = −2 μ(E,E_r).

Hence ρ(E_r,E) = μ(E,E_r) for E > E_r. The prefactor −1/2 in the definition is what makes the density equal to μ.

On the diagonal E = E_r the measured region ends, and what appears there depends on how the data are continued to E < E_r. One choice is to keep each curve constant at its starting value, P(E_r,E) = P(E_r,E_r). The reversible part then becomes f(max(E,E_r)). For differentiable f, with θ the unit step and δ its derivative,

∂/∂E f(max(E,E_r)) = f′(E) θ(E−E_r),

∂²/∂E_r∂E f(max(E,E_r)) = −f′(E) δ(E−E_r),

so that the contribution to the density is

ρ_rev = (1/2) f′(E) δ(E−E_r).

This is a ridge on the diagonal whose weight is half the reversible slope. If the data were instead set to zero below the diagonal, the reversible part would be f(E)θ(E−E_r), and the same two derivatives would give (1/2)[f′(E)δ(E−E_r) + f(E)δ′(E−E_r)]. The ridge is therefore a property of the data together with the continuation.

With the constant continuation there is a sum rule. Let the fields run from −E_m to E_m, with every curve returning to the same saturated value P_+ at E_m, and let P_− be the polarization on the descending branch at −E_m. Integrating ρ over the square gives the four corner values,

∫∫ρ dE_r dE = −(1/2)[P(E_m,E_m) − P(E_m,−E_m) − P(−E_m,E_m) + P(−E_m,−E_m)].

The first three corner values are all P_+: the second by the continuation, the third because the curve returns to saturation. The fourth is P_−. Thus

∫∫ρ dE_r dE = −(1/2)(P_+ − P_+ − P_+ + P_−) = (P_+ − P_−)/2.

The reversible slope can also be read from the measured region without any continuation. Differentiating P with respect to E, for the relay model plus f, gives

∂P/∂E = f′(E) + 2 ∫_{E_r}^E μ(E,β) dβ.

If μ is bounded, the integral vanishes as E → E_r, and each curve starts with slope f′(E_r). Over a first step of finite size h, the relays that switch up lie in a triangle of area h²/2. They add 2μh²/2 = μh² to the rise, and hence μh to the measured slope, to leading order in h.

For a numerical example, take a film 10 nm thick with P_s = 20 µC/cm². Let the up and down thresholds be independent, centred at +1.15 and −1.15 MV/cm, each with the probability density

q(x) = [1 + cos(πx/w)]/(2w), |x| < w,

where x is the distance from the centre and w = 0.90 MV/cm. At the centre q = 1/w, so the peak of the relay density is P_s/w² = 20/0.81 = 24.7 µC/cm²/(MV/cm)². The reversible part is the response of a single energy well, a f + b f³ = E, with b = 0.002 (MV/cm)/(µC/cm²)³ and a = 1/(ε0ε_r) = 0.376 (MV/cm)/(µC/cm²) for a relative permittivity ε_r = 30. Since a and b are positive, the left side rises steadily with f, and there is one f for each E.

Every relay was switched at its own thresholds along every curve, with fields from −3 to 3 MV/cm in steps of h = 0.1 MV/cm, and the well was followed along the same histories. Around one cell the polarizations, in µC/cm², are

E_r = −1.2, E = 1.1: total 10.46519, of which f = 2.80468
E_r = −1.2, E = 1.2: total 13.16132, of which f = 3.03848
E_r = −1.1, E = 1.1: total 12.92751, of which f = 2.80468
E_r = −1.1, E = 1.2: total 15.13229, of which f = 3.03848

The digits are kept because the difference is small. The upper curve rises by 15.13229 − 12.92751 = 2.20478 and the lower one by 13.16132 − 10.46519 = 2.69613. In both, the reversible part accounts for 3.03848 − 2.80468 = 0.23380. It cancels in

M = 2.20478 − 2.69613 = −0.49135 µC/cm²,

and the density of the cell is 0.49135/(2 × 0.01) = 24.57 µC/cm²/(MV/cm)², the same as for the relays alone. It lies 0.5 % below the peak value because it is an average over the cell. The average of q over a width h about its centre is lower than 1/w by the fraction (πh/2w)²/12 = 0.25 % to leading order, and there are two such factors.

The diagonal cell at −1.15 MV/cm has a ridge weight of 1.169 µC/cm²/(MV/cm). The curve that starts at −1.2 MV/cm has an initial slope of 2.338 in the same unit, which is twice as large, as it should be. No relay has thresholds near the diagonal here, so the term μh is absent. The density integrates to 20.0 µC/cm² off the diagonal and to 6.5 µC/cm² on it. The first number is P_s and the second is f at 3 MV/cm. Their sum, 26.5 µC/cm², is half the total swing.

A double well shows why f must be single-valued. With a = −0.2 and b = 0.002 in the same units, the polarization moves smoothly along either of two branches, p_+(E) and p_−(E), and jumps between them at ±E_c. The energy minimum vanishes where a + 3bp² = 0, at |p| = 5.8 µC/cm², and E_c = (2/3)(0.2)(5.8) = 0.77 MV/cm. In the cell with E_r from −0.8 to −0.7 and E from 0.7 to 0.8 MV/cm, only the curve with E_r = −0.8 has gone to the lower branch, and it returns before E = 0.8. Therefore

M = p_+(0.8) − p_+(0.7) − p_+(0.8) + p_−(0.7) = −[p_+(0.7) − p_−(0.7)].

The computed density there is 928 µC/cm²/(MV/cm)², which corresponds to a gap between the branches of 928 × 0.02 = 18.6 µC/cm². Motion along each branch can be retraced, but the two branches are not one function of the field.

Measured curves can be smoothed before they are differentiated. Let a quadratic polynomial in the distances x = E − E_0 and y = E_r − E_r0 be fitted by least squares on a square of grid points reaching m steps to each side. On a full square the term xy is orthogonal to 1, x, y, x² and y², because each product contains a sum over an odd power. Its coefficient is therefore Σxy P/Σx²y². For the reversible part the numerator is

Σ_x x f(E_0+x) Σ_y y = 0,

so the cancellation survives. The square is full when its lowest field is not below its highest reversal field, E_0 − mh ≥ E_r0 + mh, that is, at a distance of at least 2mh from the diagonal. Closer in, the square is cut and Σ_y y no longer vanishes in every column. A quadratic f is still fitted without error, but higher powers can leak into the xy term. For m = 3 the safe distance is 0.6 MV/cm. With the centre of the fit at E_r0 = 1.0 MV/cm, the largest leak at smaller distances is 5 × 10⁻⁵ µC/cm²/(MV/cm)², about two millionths of the relay peak. That small number belongs to this smooth f, this narrow window and this value of E_r0. Near E_r0 = −0.4 MV/cm the leak reaches 8 × 10⁻⁴ in the same unit, which is still small.

The condition that f depends on the applied field is more delicate in a thin film. The electrode charge is screened over a finite depth, and part of the voltage drops there. Let s be the total effective screening length of both electrodes, d the film thickness and e the field inside the film. The voltage is ed + Ps/ε0, and division by d gives

E = e + κP, κ = s/(ε0d).

The sum now holds in the internal field, P = F(e_r,e) = P_irr(e_r,e) + f(e). Since P depends on history, so does e at a given E, and f(e) is no longer a single-valued function of E. Write F_e and F_r for the derivatives of F with respect to e and e_r. At fixed e_r, dP = F_e(dE − κdP), so

∂P/∂E = F_e/(1+κF_e).

At fixed E, de = −κdP and dP = F_r de_r − κF_e dP. Hence dP/de_r = F_r/(1+κF_e) and de/de_r = −κF_r/(1+κF_e). Differentiating F_e/(1+κF_e) with respect to e_r at fixed E then gives

ρ = −(1/2) [F_er − κF_rF_ee/(1+κF_e)]/(1+κF_e)² · de_r/dE_r.

The last factor follows from E_r = e_r + κF(e_r,e_r) and equals 1/[1 + κ dF(e_r,e_r)/de_r]. The reversible slope f′ enters through F_e and through this last factor, and the curvature f″ through F_ee. For κ = 0 both drop out. They also drop out without hysteresis, since then F_r = F_er = 0. If κ is known, the remedy is to compute e = E − κP for every data point and to differentiate with respect to e_r and e.

The parameters of the example are rough typical values for a ferroelectric hafnium-zirconium oxide film between TiN electrodes, and 3 MV/cm is about three quarters of a rough breakdown field of 4 MV/cm. In such a device, screening breaks the condition that f depends on the applied field. Treating TiN as a free-electron metal with a rough 5 × 10²² carriers per cm³ gives a screening length of 0.060 nm at each electrode, and κP_s = 2.7 MV/cm. At zero applied field the fully polarized film would have e = −κ[P_s + f(e)]. Here f(e) is negative and no larger in magnitude than ε0ε_r|e|, so it weakens the opposing field at most by the factor 1 + sε_r/d = 1.36, with s = 0.12 nm for both electrodes. This leaves at least 2.0 MV/cm. The first relays switch down at −0.25 MV/cm, so the fully polarized state could not persist. With these thresholds, a film that starts fully polarized would settle at a relay polarization of about 0.46 P_s when the applied field is lowered to zero. The estimate is therefore incompatible with a film that retains most of its polarization, and shorter effective lengths are assumed here, not derived. For s = 0.005 nm, κP_s is 0.11 MV/cm, and including f changes the density by up to 5.7 % of the peak found with the same s but without f. For s = 0.020 nm the shift is 0.45 MV/cm, which costs only about 1 % of the relay polarization at zero applied field, and the change reaches about 33 %. The feedback also lowers the peak without f from 24.7 to about 16.1 and 8.8 µC/cm²/(MV/cm)², respectively. In applied-field coordinates the cancellation can thus fail appreciably even though the reversible law itself is single-valued.

A second failure arises when up and down domains have different reversible responses, f_up and f_down. If n(E_r,E) is the fraction of relays that are down, this part of the polarization is

f_up(1−n) + f_down n = f_up(E) + [f_down(E) − f_up(E)] n(E_r,E).

The first term cancels and the second does not. Taking ε0ε_r(E ∓ cE²/2) for up and down domains, with an assumed c = 5 % per MV/cm, leaves a contribution of at most 0.18 µC/cm²/(MV/cm)², or 0.7 % of the relay peak. This value is approached next to the diagonal for small field steps; with steps of 0.1 MV/cm the largest value is 0.16.

Leakage current behaves differently. If its density J depends on the applied field alone and all sweeps have the same rate r, the leaked charge is

(1/r) ∫_{E_r}^{E_m} J dE′ + (1/r) ∫_{E_r}^E J dE′.

This is a function of E plus a function of E_r, and it drops out of ρ although it is not a polarization. If instead every rising curve takes the same time T, the second prefactor becomes T/(E_m−E_r), and a density −TJ(E)/[2(E_m−E_r)²] remains. It is largest for the short curves near the upper corner. With J proportional to sinh(E/0.5 MV/cm), a rough 10⁻⁴ A/cm² at 3 MV/cm and T = 0.5 ms, its magnitude is 1.1 µC/cm²/(MV/cm)² in the off-diagonal cell nearest that corner. The formula grows without bound as E_r approaches E_m, so this number depends on the field step, here 0.1 MV/cm.

Finally, a finite response time adds a density beside the diagonal. For a linear dielectric with K = ε0ε_r, let the polarization lag by L in field units, so that L dp/dE = KE − p on the way up. The steady descent is p = K(E+L), and matching at E_r gives

p = K(E−L) + 2KL exp[−(E−E_r)/L].

The derivative with respect to E_r multiplies the exponential term by 1/L, and that with respect to E by −1/L. The density is therefore (K/L) exp[−(E−E_r)/L], which decays over a distance L from the diagonal. Its integral over E is K. With the constant continuation each curve starts with slope −K, which puts a ridge of weight −K/2 on the diagonal, so the total weight is still K/2. For a pad 50 µm square the capacitance of the linear dielectric is 66 pF. With 100 Ω in series and a triangular drive of 1 kHz, which sweeps at 12000 MV/cm/s, L = 8 × 10⁻⁵ MV/cm. This is far below the field step of 0.1 MV/cm, so the lag of the linear dielectric alone hardly disturbs the cancellation off the diagonal. While relays switch, however, the charge per field step is up to about eighteen times larger, and so is the lag. Some relays then still switch down just after the reversal. In the example film with this circuit, this adds about 1.1 µC/cm²/(MV/cm)², or 4.5 % of the relay peak, in the off-diagonal cell next to the diagonal at E_r = −1.15 MV/cm. It also lowers the slope over the first step of the curve from −1.2 MV/cm from 2.34 to about 2.12 µC/cm²/(MV/cm). A slower sweep or a smaller resistance reduces both effects.
